**Gap and derivative discontinuity of the Hubbard dimer**

For two equivalent sites with hopping \(t\), on-site repulsion \(U\) and two electrons, the fundamental gap is \(\sqrt{U^2+16t^2}-2t\) and the exact Kohn-Sham gap is \(2t\). Their difference is the jump of the exchange-correlation potential as the electron number passes two. The program asserts the energies and gaps by diagonalization in Fock space, and the Kohn-Sham gap by numerical inversion of the density. It obtains the jump separately, by differentiating Legendre-transform density functionals on both sides of two electrons. At \(t=0.5\) eV and \(U=6\) eV the output gives gaps of 5.3246 and 1.0000 eV and a jump of 4.3246 eV. Open chains of up to eight sites show the discontinuity's share of the gap rising from 81 % to 92 %. An explicit oxygen level at 4 eV lowers the gap to 2.85 eV, the largest of the neglected effects that the program sizes.

## Numerical check

```python
# Symmetric half-filled Hubbard dimer: hopping t, on-site repulsion U.
# Result under test, with R = sqrt(U^2 + 16 t^2):
#   fundamental gap E(1)+E(3)-2E(2) = R - 2t, exact Kohn-Sham gap = 2t,
#   and their difference R - 4t is the jump of v_xc when N passes 2.
# E(N): ground energy with N electrons; I, A: ionization energy and affinity.
# All energies are in eV. Site occupations n1, n2 play the role of the density.
from functools import lru_cache
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh
from scipy.optimize import brentq, minimize_scalar
from scipy.constants import k as k_B, e as e_charge


@lru_cache(maxsize=None)
def fermions(L):
    """Jordan-Wigner annihilators (all up modes, then all down) and occupations."""
    lower = sp.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
    sign = sp.csr_matrix(np.diag([1.0, -1.0]))
    one = sp.identity(2, format="csr")
    ops = []
    for mode in range(2 * L):
        op = sp.csr_matrix([[1.0]])
        for j in range(2 * L):
            factor = sign if j < mode else (lower if j == mode else one)
            op = sp.kron(op, factor, format="csr")
        ops.append(op)
    occ = np.array([(c.T @ c).diagonal() for c in ops])
    return ops, occ


def hamiltonian(levels, bonds, repulsion, intersite=0.0):
    """bonds: list of (i, j, hopping); intersite repulsion acts on each bond."""
    L = len(levels)
    c, occ = fermions(L)
    site = occ[:L] + occ[L:]
    diagonal = np.array(levels) @ site + np.array(repulsion) @ (occ[:L] * occ[L:])
    H = sp.csr_matrix((4**L, 4**L))
    for i, j, hop in bonds:
        diagonal = diagonal + intersite * site[i] * site[j]
        for s in (0, L):
            move = c[i + s].T @ c[j + s]
            H = H - hop * (move + move.T)
    return (H + sp.diags(diagonal)).tocsr()


def sector(L, n_up, n_down):
    occ = fermions(L)[1]
    up, down = occ[:L].sum(axis=0), occ[L:].sum(axis=0)
    return np.where((np.rint(up) == n_up) & (np.rint(down) == n_down))[0]


def block(H, L, n_up, n_down):
    idx = sector(L, n_up, n_down)
    return H[idx][:, idx]


def ground(H, L, N):
    """Every spin multiplet has a member with smallest |Sz|, so one block suffices."""
    m = block(H, L, (N + 1) // 2, N // 2)
    if m.shape[0] <= 500:
        w, x = np.linalg.eigh(m.toarray())
    else:
        start = np.random.default_rng(1).normal(size=m.shape[0])
        w, x = eigsh(m, k=1, which="SA", v0=start)
    return w[0], x[:, 0]


def gap_at(H, L, N):
    return ground(H, L, N - 1)[0] + ground(H, L, N + 1)[0] - 2 * ground(H, L, N)[0]


def dimer(t, U, V=0.0):
    return hamiltonian([0.0, 0.0], [(0, 1, t)], [U, U], V)


def optical(H):
    """Lowest two-electron excitation with a nonzero dipole (n1 - n2) element."""
    occ = fermions(2)[1][:, sector(2, 1, 1)]
    dipole = occ[0] + occ[2] - occ[1] - occ[3]
    w, x = np.linalg.eigh(block(H, 2, 1, 1).toarray())
    strength = np.abs(x.T @ (dipole * x[:, 0]))
    return min(w[k] - w[0] for k in range(1, 4) if strength[k] > 1e-7)


t, U = 0.5, 6.0
R = np.sqrt(U**2 + 16 * t**2)
H = dimer(t, U)
E = [ground(H, 2, N)[0] for N in range(5)]
I, A = E[1] - E[2], E[2] - E[3]
gap = I - A

# Energies and gap against the closed forms, over a range of parameters
for tt, UU in [(0.5, 6.0), (1.0, 0.3), (0.7, 2.9), (0.2, 9.0), (1.3, 0.0)]:
    h = dimer(tt, UU)
    root = np.sqrt(UU**2 + 16 * tt**2)
    assert abs(ground(h, 2, 1)[0] + tt) < 1e-10
    assert abs(ground(h, 2, 2)[0] - (UU - root) / 2) < 1e-10
    assert abs(ground(h, 2, 3)[0] - (UU - tt)) < 1e-10
    assert abs(gap_at(h, 2, 2) - (root - 2 * tt)) < 1e-10

# Two-electron spectrum, densities and weight of doubly occupied configurations
pair_levels = np.linalg.eigvalsh(block(H, 2, 1, 1).toarray())
assert np.allclose(pair_levels, [(U - R) / 2, 0, U, (U + R) / 2], atol=1e-10)
psi = ground(H, 2, 2)[1]
occ2 = fermions(2)[1][:, sector(2, 1, 1)]
density = (occ2[:2] + occ2[2:]) @ psi**2
double_weight = (occ2[0] * occ2[2] + occ2[1] * occ2[3]) @ psi**2
assert np.allclose(density, 1.0, atol=1e-10)
assert abs(double_weight - (1 - U / R) / 2) < 1e-10


# Kohn-Sham gap: find the site-energy difference that reproduces the density
def ks_solution(s):
    return np.linalg.eigh(np.array([[s / 2, -t], [-t, -s / 2]]))


def density_error(s):
    orbital = ks_solution(s)[1][:, 0]
    return 2 * (orbital[0]**2 - orbital[1]**2) - (density[0] - density[1])


scan = [density_error(s) for s in np.linspace(-8, 8, 81)]
assert np.all(np.diff(scan) < 0)  # monotonic, hence a unique potential difference
s_ks = brentq(density_error, -3.0, 4.0, xtol=1e-13)
ks_levels = ks_solution(s_ks)[0]
ks_gap = ks_levels[1] - ks_levels[0]
assert abs(ks_gap - 2 * t) < 1e-9
delta_xc = gap - ks_gap

# Density functionals by Legendre transform, with ensembles at fractional N
occ_all = fermions(2)[1]
bias = sp.diags((occ_all[0] + occ_all[2] - occ_all[1] - occ_all[3]) / 2).tocsr()


def dense_blocks(op):
    return [block(op, 2, (N + 1) // 2, N // 2).toarray() for N in range(5)]


bias_blocks = dense_blocks(bias)
full_blocks, free_blocks = dense_blocks(H), dense_blocks(dimer(t, 0.0))


def ensemble_energy(blocks, N, dv):
    e = [np.linalg.eigvalsh(b + dv * d)[0] for b, d in zip(blocks, bias_blocks)]
    return min(e[a] + (N - a) * (e[b] - e[a]) / (b - a)
               for a in range(5) for b in range(a + 1, 5) if a <= N <= b)


def functional(blocks, n1, n2):
    def negative(dv):
        return dv * (n1 - n2) / 2 - ensemble_energy(blocks, n1 + n2, dv)
    best = minimize_scalar(negative, bounds=(-4, 4), method="bounded",
                           options={"xatol": 1e-8})
    return -best.fun


def E_hxc(n1, n2):
    return functional(full_blocks, n1, n2) - functional(free_blocks, n1, n2)


def v_hxc(N, h=1e-5):
    """Central difference in one site occupation. The curvature against unequal
    occupations varies steeply near N = 2, so the step h must be small."""
    n = N / 2
    return (E_hxc(n + h, n) - E_hxc(n - h, n)) / (2 * h)


def v_xc(N):
    return v_hxc(N) - U * N / 2  # Hartree potential is U times site occupation


v_left, v_right = v_hxc(1.98), v_hxc(2.02)
jump_wide = v_xc(2.04) - v_xc(1.96)
jump_near = v_xc(2.02) - v_xc(1.98)
jump_limit = 2 * jump_near - jump_wide  # linear extrapolation to N = 2
assert abs(jump_limit - delta_xc) < 1e-5
assert abs(delta_xc - (R - 4 * t)) < 1e-9
assert abs((v_left - t) + I) < 1e-5    # highest occupied level is -I below N = 2
assert abs((v_right + t) + A) < 1e-5   # and -A above it

# Coarse steps: the error of the derivative must fall as the square of the step
error_coarse = v_hxc(1.98, 1e-3) - (t - I)
error_half = v_hxc(1.98, 5e-4) - (t - I)
assert 3.8 < error_coarse / error_half < 4.2

# Weak- and strong-coupling limits, remainders bounded by the next order
u = 0.1
assert abs(gap_at(dimer(1.0, u), 2, 2) - 2 - u**2 / 8) < u**4 / 256
u = 100.0
assert abs(gap_at(dimer(1.0, u), 2, 2) - 2 - (u - 4 + 8 / u)) < 64 / u**3

# Optical excitation and intersite repulsion
opt = optical(H)
assert abs(opt - (U + R) / 2) < 1e-10 and opt > gap
V = 1.0
H_V = dimer(t, U, V)
gap_V, opt_V = gap_at(H_V, 2, 2), optical(H_V)
assert abs(gap_V - (V - 2 * t + np.sqrt((U - V)**2 + 16 * t**2))) < 1e-10
assert opt_V < gap_V

print(f"hopping t = {t:.3f} eV, repulsion U = {U:.3f} eV, U/t = {U/t:.1f}")
print(f"R = sqrt(U^2+16t^2) = {R:.4f} eV")
for N in range(5):
    print(f"E({N}) = {E[N]:.4f} eV")
print(f"I = {I:.4f} eV, A = {A:.4f} eV")
print(f"site occupations at N=2: {density[0]:.6f}, {density[1]:.6f}")
print(f"weight of doubly occupied configurations = {double_weight:.4f}")
print(f"exact fundamental gap = {gap:.4f} eV")
print(f"exact Kohn-Sham gap = {ks_gap:.4f} eV")
print(f"difference of the gaps = {delta_xc:.4f} eV")
print(f"share of gap from discontinuity = {100*delta_xc/gap:.1f} %")
print(f"v_Hxc at N=1.98: {v_left:.4f} eV; at N=2.02: {v_right:.4f} eV")
print(f"v_xc jump, N=1.96 to 2.04: {jump_wide:.4f} eV")
print(f"v_xc jump, N=1.98 to 2.02: {jump_near:.4f} eV")
print(f"v_xc jump extrapolated to N=2: {jump_limit:.4f} eV")
print(f"v_Hxc error, step 1e-3: {error_coarse:.2e} eV; 5e-4: {error_half:.2e} eV")
print("Table at t = 0.5 eV: U, exact gap, KS gap, difference (eV)")
for UU in (0.0, 1.0, 2.0, 4.0, 6.0, 10.0):
    g = gap_at(dimer(t, UU), 2, 2)
    print(f"  {UU:5.1f} {g:8.4f} {ks_gap:8.4f} {abs(g-ks_gap):8.4f}")
print(f"optical excitation (V=0) = {opt:.4f} eV")
print(f"with V = {V:.1f} eV: gap {gap_V:.4f} eV, optical {opt_V:.4f} eV")

# Neglected effect: system size. Open half-filled chains with the same t and U
print("Open chains: sites, exact gap, KS gap, difference (eV), share (%)")
shares = []
for L in (2, 4, 6, 8):
    chain = hamiltonian([0.0] * L, [(i, i + 1, t) for i in range(L - 1)], [U] * L)
    energy, vector = ground(chain, L, L)
    occ = fermions(L)[1][:, sector(L, L // 2, L // 2)]
    assert np.allclose((occ[:L] + occ[L:]) @ vector**2, 1.0, atol=1e-6)
    hop_matrix = -t * (np.eye(L, k=1) + np.eye(L, k=-1))
    eps, orb = np.linalg.eigh(hop_matrix)
    assert np.allclose(2 * (orb[:, :L // 2]**2).sum(axis=1), 1.0, atol=1e-10)
    ks_L = eps[L // 2] - eps[L // 2 - 1]
    assert abs(ks_L - 4 * t * np.sin(np.pi / (2 * (L + 1)))) < 1e-10
    gap_L = ground(chain, L, L - 1)[0] + ground(chain, L, L + 1)[0] - 2 * energy
    shares.append((gap_L - ks_L) / gap_L)
    print(f"  {L} {gap_L:8.4f} {ks_L:8.4f} {gap_L-ks_L:8.4f} {100*shares[-1]:6.1f}")
assert np.all(np.diff(shares) > 0)

# Neglected effect: temperature, from all six two-electron states
six = np.concatenate([np.linalg.eigvalsh(block(H, 2, a, b).toarray())
                      for a, b in ((1, 1), (2, 0), (0, 2))])
triplet = np.sort(six)[1:4]
assert len(six) == 6 and np.allclose(triplet, 0.0, atol=1e-10)
print(f"singlet-triplet splitting = {triplet[0]-E[2]:.4f} eV")
for T in (300.0, 1000.0):
    kT = k_B * T / e_charge
    excited = 1 - 1 / np.exp(-(six - six.min()) / kT).sum()
    print(f"T = {T:.0f} K: kT = {kT:.4f} eV, excited fraction = {excited:.4f}")
print(f"E(1)+E(3)-2E(triplet) = {E[1]+E[3]-2*triplet[0]:.4f} eV")


# Neglected effect: explicit oxygen level, metal-oxygen-metal bridge of holes
def bridge(charge_transfer):
    t_pd = np.sqrt(t * (2 * t + charge_transfer))  # keeps one-hole splitting 2t
    h = hamiltonian([0.0, charge_transfer, 0.0],
                    [(0, 1, t_pd), (1, 2, t_pd)], [U, 0.0, U])
    one_hole = np.linalg.eigvalsh(block(h, 3, 1, 0).toarray())
    assert abs(one_hole[1] - one_hole[0] - 2 * t) < 1e-7
    return gap_at(h, 3, 2), t_pd


assert abs(bridge(4e5)[0] - gap) < 1e-3  # remote oxygen level restores the dimer
D_ct = 4.0
gap_bridge, t_pd = bridge(D_ct)
assert gap_bridge < gap
print(f"oxygen bridge: charge-transfer energy {D_ct:.1f} eV, t_pd = {t_pd:.4f} eV")
print(f"oxygen bridge gap = {gap_bridge:.4f} eV, shift = {gap_bridge-gap:.4f} eV")
print("verified")
```

It prints:

```
hopping t = 0.500 eV, repulsion U = 6.000 eV, U/t = 12.0
R = sqrt(U^2+16t^2) = 6.3246 eV
E(0) = 0.0000 eV
E(1) = -0.5000 eV
E(2) = -0.1623 eV
E(3) = 5.5000 eV
E(4) = 12.0000 eV
I = -0.3377 eV, A = -5.6623 eV
site occupations at N=2: 1.000000, 1.000000
weight of doubly occupied configurations = 0.0257
exact fundamental gap = 5.3246 eV
exact Kohn-Sham gap = 1.0000 eV
difference of the gaps = 4.3246 eV
share of gap from discontinuity = 81.2 %
v_Hxc at N=1.98: 0.8377 eV; at N=2.02: 5.1623 eV
v_xc jump, N=1.96 to 2.04: 4.0846 eV
v_xc jump, N=1.98 to 2.02: 4.2046 eV
v_xc jump extrapolated to N=2: 4.3246 eV
v_Hxc error, step 1e-3: 1.87e-04 eV; 5e-4: 4.66e-05 eV
Table at t = 0.5 eV: U, exact gap, KS gap, difference (eV)
    0.0   1.0000   1.0000   0.0000
    1.0   1.2361   1.0000   0.2361
    2.0   1.8284   1.0000   0.8284
    4.0   3.4721   1.0000   2.4721
    6.0   5.3246   1.0000   4.3246
   10.0   9.1980   1.0000   8.1980
optical excitation (V=0) = 6.1623 eV
with V = 1.0 eV: gap 5.3852 eV, optical 5.1926 eV
Open chains: sites, exact gap, KS gap, difference (eV), share (%)
  2   5.3246   1.0000   4.3246   81.2
  4   4.7397   0.6180   4.1217   87.0
  6   4.5269   0.4450   4.0819   90.2
  8   4.4258   0.3473   4.0785   92.2
singlet-triplet splitting = 0.1623 eV
T = 300 K: kT = 0.0259 eV, excited fraction = 0.0056
T = 1000 K: kT = 0.0862 eV, excited fraction = 0.3133
E(1)+E(3)-2E(triplet) = 5.0000 eV
oxygen bridge: charge-transfer energy 4.0 eV, t_pd = 1.5811 eV
oxygen bridge gap = 2.8518 eV, shift = -2.4727 eV
verified
```
